# Equivalence of optimised split-shell and 1s² + 2s² functions for helium: a numerical check

```python
"""
Result under test (helium, fixed nucleus, non-relativistic, s orbitals only):
the optimised split-shell singlet  u(1)v(2) + v(1)u(2)  and the optimised
two-configuration function  c1 a(1)a(2) + c2 b(1)b(2)  are the same function,
with energy close to -2.877997 hartree.
u, v : normalised, non-orthogonal orbitals with overlap S
a, b : orthonormal orbitals;  c1, c2 : configuration coefficients
h    : one-electron Hamiltonian;  (ij|kl) : Coulomb integral, charge notation
Orbitals are coefficient vectors in an orthonormal basis; a two-electron
function is a symmetric coefficient matrix. Hartree atomic units throughout.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.optimize import minimize
from scipy.special import eval_genlaguerre
from scipy.constants import physical_constants
from pyscf import gto

Z = 2.0
N_BASIS = 16
ZETA = 2.2
HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def radial_polynomials(r, n_basis):
    """Orthonormal radial functions P_n(r) without their factor exp(-ZETA r)."""
    return np.array([np.sqrt((2 * ZETA) ** 3 / ((n + 1) * (n + 2))) * r
                     * eval_genlaguerre(n, 2, 2 * ZETA * r)
                     for n in range(n_basis)])


def laguerre_integrals(n_basis):
    x, wx = np.polynomial.laguerre.laggauss(40)
    r, w = x / (2 * ZETA), wx / (2 * ZETA)
    p = radial_polynomials(r, n_basis)
    dp = []
    for n in range(n_basis):
        norm = np.sqrt((2 * ZETA) ** 3 / ((n + 1) * (n + 2)))
        lag = eval_genlaguerre(n, 2, x)
        dlag = -eval_genlaguerre(n - 1, 3, x) if n > 0 else 0.0 * x
        dp.append(norm * (lag + x * dlag - ZETA * r * lag))
    dp = np.array(dp)
    overlap = (p * w) @ p.T
    h = 0.5 * (dp * w) @ dp.T - Z * (p * w / r) @ p.T
    radius = (p * w * r) @ p.T
    # Region r2 < r1 with r2 = t r1; the other region follows by symmetry.
    t, wt = np.polynomial.legendre.leggauss(60)
    t, wt = 0.5 * (t + 1), 0.5 * wt
    scale = 2 * ZETA * (1 + t)[:, None]
    r1 = x[None, :] / scale
    r2 = r1 * t[:, None]
    weight = (wt[:, None] * wx[None, :] / scale).ravel()
    p1 = radial_polynomials(r1.ravel(), n_basis)
    p2 = radial_polynomials(r2.ravel(), n_basis)
    q1 = (p1[:, None, :] * p1[None, :, :]).reshape(n_basis ** 2, -1)
    q2 = (p2[:, None, :] * p2[None, :, :]).reshape(n_basis ** 2, -1)
    half = (q1 * weight) @ q2.T
    eri = (half + half.T).reshape((n_basis,) * 4)
    return overlap, h, radius, eri


def coulomb_matrix(eri, f, g):
    """Matrix (ij|fg)."""
    n = len(f)
    return (eri.reshape(n * n, n * n) @ np.outer(f, g).ravel()).reshape(n, n)


def exchange_matrix(eri, f):
    """Matrix (if|jf)."""
    return np.tensordot(eri @ f, f, axes=(1, 0))


def hartree_fock(h, eri):
    a = eigh(h)[1][:, 0]
    for _ in range(300):
        new = eigh(h + coulomb_matrix(eri, a, a))[1][:, 0]
        new *= np.sign(new @ a)
        change = np.linalg.norm(new - a)
        a = new
        if change < 1e-12:
            break
    return 2 * a @ h @ a + a @ coulomb_matrix(eri, a, a) @ a, a


def optimise_split_shell(h, eri):
    """Alternating minimisation: for fixed v the energy is a quotient in u."""
    one = np.eye(len(h))
    v = eigh(h)[1][:, 0]
    u = v.copy()
    energy = 0.0
    for _ in range(3000):
        hv = h @ v
        top = (h + (v @ hv) * one + np.outer(hv, v) + np.outer(v, hv)
               + coulomb_matrix(eri, v, v) + exchange_matrix(eri, v))
        top = 0.5 * (top + top.T)
        val, vec = eigh(top, one + np.outer(v, v), subset_by_index=[0, 0])
        new = vec[:, 0] / np.linalg.norm(vec[:, 0])
        new *= np.sign(new @ v)
        change = np.linalg.norm(new - u)
        energy = val[0]
        u, v = v, new
        # after the exchange, u holds the partner that is renewed next
        if min(change, 1.0) < 1e-11:
            break
        u, v = u, v
    return energy, u, v


def configuration_matrix(h, eri, a, b):
    jaa, jbb = coulomb_matrix(eri, a, a), coulomb_matrix(eri, b, b)
    mab = coulomb_matrix(eri, a, b)
    k = a @ mab @ b
    ham = np.array([[2 * a @ h @ a + a @ jaa @ a, k],
                    [k, 2 * b @ h @ b + b @ jbb @ b]])
    return ham, jaa, jbb, mab


def orthonormal_pair(z):
    x, y = np.split(z, 2)
    a = x / np.linalg.norm(x)
    rest = y - a * (a @ y)
    return a, rest / np.linalg.norm(rest)


def two_configuration_energy(z, h, eri):
    """Lowest 2x2 eigenvalue and its gradient in the raw orbital vectors."""
    x, y = np.split(z, 2)
    a, b = orthonormal_pair(z)
    ham, jaa, jbb, mab = configuration_matrix(h, eri, a, b)
    val, vec = np.linalg.eigh(ham)
    c1, c2 = vec[:, 0]
    ga = 4 * c1 ** 2 * (h + jaa) @ a + 4 * c1 * c2 * mab @ b
    gb = 4 * c2 ** 2 * (h + jbb) @ b + 4 * c1 * c2 * mab @ a
    g_rest = (gb - b * (b @ gb)) / np.linalg.norm(y - a * (a @ y))
    gy = g_rest - a * (a @ g_rest)
    ga = ga - g_rest * (a @ y) - y * (a @ g_rest)
    gx = (ga - a * (a @ ga)) / np.linalg.norm(x)
    return val[0], np.concatenate([gx, gy])


def optimise_two_configurations(h, eri, a_start, b_start):
    z = np.concatenate(orthonormal_pair(np.concatenate([a_start, b_start])))
    for _ in range(4):
        res = minimize(two_configuration_energy, z, args=(h, eri), jac=True,
                       method="BFGS", options={"gtol": 1e-10, "maxiter": 3000})
        z = np.concatenate(orthonormal_pair(res.x))
    a, b = orthonormal_pair(z)
    ham = configuration_matrix(h, eri, a, b)[0]
    val, vec = np.linalg.eigh(ham)
    c = vec[:, 0] * np.sign(vec[0, 0])
    return val[0], a, b, c, ham


# ---------- integrals and reference calculations ----------
overlap, h, radius, eri = laguerre_integrals(N_BASIS)
assert np.allclose(overlap, np.eye(N_BASIS), atol=1e-10)
assert abs(eri[0, 0, 0, 0] - 5 * ZETA / 8) < 1e-11      # known 1s repulsion
assert abs(h[0, 0] - (ZETA ** 2 / 2 - Z * ZETA)) < 1e-11

one = np.eye(N_BASIS)
full_h = (np.kron(h, one) + np.kron(one, h)
          + eri.transpose(0, 2, 1, 3).reshape(N_BASIS ** 2, N_BASIS ** 2))


def expectation(c_matrix):
    """Energy of any two-electron function from the full Hamiltonian matrix."""
    c = c_matrix.ravel()
    return c @ full_h @ c / (c @ c)


e_hf, a_hf = hartree_fock(h, eri)
e_s_limit = eigh(full_h, eigvals_only=True, subset_by_index=[0, 0])[0]

# ---------- the two independent optimisations ----------
e_split, u, v = optimise_split_shell(h, eri)
if u @ radius @ u > v @ radius @ v:
    u, v = v, u                                          # u inner, v outer
S = u @ v
e_two, a, b, (c1, c2), ham = optimise_two_configurations(
    h, eri, a_hf, radius @ a_hf)
psi_split = (np.outer(u, v) + np.outer(v, u)) / np.sqrt(2 * (1 + S ** 2))
psi_two = c1 * np.outer(a, a) + c2 * np.outer(b, b)
distance = np.linalg.norm(psi_split - psi_two)
assert abs(e_split - e_two) < 1e-9
assert distance < 1e-5

# Coefficients predicted from the overlap, against the separate optimisation
root = np.sqrt(2 * (1 + S ** 2))
c1_pred, c2_pred = (1 + S) / root, -(1 - S) / root
assert abs(c1_pred - c1) < 1e-5 and abs(c2_pred - c2) < 1e-5

# Split orbitals rebuilt from the two-configuration result
plus = np.sqrt(c1) * a + np.sqrt(-c2) * b
minus = np.sqrt(c1) * a - np.sqrt(-c2) * b
plus, minus = plus / np.linalg.norm(plus), minus / np.linalg.norm(minus)
if plus @ radius @ plus > minus @ radius @ minus:
    plus, minus = minus, plus
assert abs(abs(plus @ u) - 1) < 1e-6 and abs(abs(minus @ v) - 1) < 1e-6
assert abs((c1 + c2) / (c1 - c2) - S) < 1e-4

# Energy formulas against the full two-electron Hamiltonian
h_uu, h_vv, h_uv = u @ h @ u, v @ h @ v, u @ h @ v
j_uv = u @ coulomb_matrix(eri, v, v) @ u
k_uv = u @ coulomb_matrix(eri, u, v) @ v
e_formula = (h_uu + h_vv + 2 * S * h_uv + j_uv + k_uv) / (1 + S ** 2)
assert abs(e_formula - expectation(psi_split)) < 1e-10
H11, H22, K = ham[0, 0], ham[1, 1], ham[0, 1]
e_root = (H11 + H22) / 2 - np.sqrt(((H22 - H11) / 2) ** 2 + K ** 2)
assert abs(e_root - expectation(psi_two)) < 1e-10

# Sign of the second coefficient
e_flipped = expectation(c1 * np.outer(a, a) - c2 * np.outer(b, b))
assert K > 0 and c1 * c2 < 0
assert e_flipped > e_hf > e_two > e_s_limit
assert abs(e_flipped - e_two - 4 * abs(c1 * c2) * K) < 1e-10

# ---------- basis convergence and independent integrals ----------
m = 12
e_small = optimise_split_shell(h[:m, :m], eri[:m, :m, :m, :m])[0]
assert -1e-10 < e_small - e_split < 3e-7

exponents = 0.08 * 2.0 ** np.arange(20)
mol = gto.M(atom="He 0 0 0", verbose=0,
            basis={"He": [[0, [float(e), 1.0]] for e in exponents]})
s_val, s_vec = np.linalg.eigh(mol.intor("int1e_ovlp"))
X = s_vec / np.sqrt(s_val)
h_gauss = X.T @ (mol.intor("int1e_kin") + mol.intor("int1e_nuc")) @ X
eri_gauss = mol.intor("int2e").reshape((len(exponents),) * 4)
for _ in range(4):                       # transform one index per pass
    eri_gauss = np.tensordot(eri_gauss, X, axes=(0, 0))
e_gauss = optimise_split_shell(h_gauss, eri_gauss)[0]
assert abs(e_gauss - e_split) < 1e-6     # finite Gaussian basis

# The sixth decimal is read from the printed value, not from this test.
E_CLAIMED = -2.877997
assert abs(e_split - E_CLAIMED) < 2e-6


# ---------- restricted orbitals: single exponentials ----------
def exponential_matrices(alpha, beta):
    """Hamiltonian and overlap over f1f1, f2f2, f1f2+f2f1; f = exp(-k r)."""
    k = np.array([alpha, beta])
    p = k[:, None] + k[None, :]
    s1 = 2 / p ** 3
    h1 = np.outer(k, k) / p ** 3 - Z / p ** 2

    def repulsion(i, j, m, n):
        x, y = p[i, j], p[m, n]
        return 2 * (x * x + 3 * x * y + y * y) / (x * x * y * y * (x + y) ** 3)

    functions = [[(0, 0)], [(1, 1)], [(0, 1), (1, 0)]]
    hm, sm = np.zeros((3, 3)), np.zeros((3, 3))
    for row, left in enumerate(functions):
        for col, right in enumerate(functions):
            for i, j in left:
                for m_, n_ in right:
                    sm[row, col] += s1[i, m_] * s1[j, n_]
                    hm[row, col] += (h1[i, m_] * s1[j, n_]
                                     + s1[i, m_] * h1[j, n_]
                                     + repulsion(i, m_, j, n_))
    return hm, sm


def exponential_split_energy(k):
    hm, sm = exponential_matrices(abs(k[0]), abs(k[1]))
    return hm[2, 2] / sm[2, 2]


fit = minimize(exponential_split_energy, [2.2, 1.2], method="Nelder-Mead",
               options={"xatol": 1e-8, "fatol": 1e-13})
k_inner, k_outer = sorted(np.abs(fit.x), reverse=True)
e_squares, best_pair = 0.0, None
for alpha in np.arange(0.8, 4.01, 0.1):
    for beta in np.arange(alpha + 0.2, 6.01, 0.1):
        hm, sm = exponential_matrices(alpha, beta)
        trial = eigh(hm[:2, :2], sm[:2, :2], eigvals_only=True)[0]
        if trial < e_squares:
            e_squares, best_pair = trial, (alpha, beta)
assert e_squares > fit.fun + 1e-3
assert fit.fun > e_split

# ---------- output ----------
print(f"nuclear charge Z = {Z:.0f}")
print(f"radial Laguerre functions = {N_BASIS}, exponent = {ZETA} 1/bohr")
print(f"Hartree-Fock energy = {e_hf:.8f} hartree")
print(f"split-shell energy = {e_split:.8f} hartree")
print(f"two-configuration energy = {e_two:.8f} hartree")
print(f"split-shell energy, six decimals = {e_split:.6f} hartree")
print(f"split-shell energy converted = {e_split * HARTREE_EV:.5f} eV")
print(f"energy difference of the two forms = {abs(e_split-e_two):.1e} hartree")
print(f"norm of wavefunction difference = {distance:.1e}")
print(f"split-shell energy, {m} functions = {e_small:.8f} hartree")
print(f"split-shell energy, {len(exponents)} Gaussians = {e_gauss:.8f} hartree")
print(f"s-limit energy in this basis = {e_s_limit:.6f} hartree")
gain = e_hf - e_two
print(f"lowering below Hartree-Fock = {gain:.6f} hartree")
print(f"share of s-limit lowering = {100*gain/(e_hf-e_s_limit):.1f} percent")
print(f"overlap S of u and v = {S:.6f}")
print(f"c1 = {c1:.6f}, c2 = {c2:.6f} (two-configuration optimisation)")
print(f"c1 = {c1_pred:.6f}, c2 = {c2_pred:.6f} (from overlap S)")
print(f"weight of second configuration c2^2 = {c2**2:.6f}")
print(f"H11 = {H11:.6f} hartree")
print(f"H22 = {H22:.6f} hartree")
print(f"K = (ab|ab) = {K:.6f} hartree")
print(f"energy with sign of c2 flipped = {e_flipped:.6f} hartree")
print(f"h_uu = {h_uu:.6f} hartree (u inner)")
print(f"h_vv = {h_vv:.6f} hartree (v outer)")
print(f"h_uv = {h_uv:.6f} hartree")
print(f"J_uv = (uu|vv) = {j_uv:.6f} hartree")
print(f"K_uv = (uv|uv) = {k_uv:.6f} hartree")
print(f"mean radius of inner orbital u = {u @ radius @ u:.5f} bohr")
print(f"mean radius of outer orbital v = {v @ radius @ v:.5f} bohr")
print(f"mean radius of Hartree-Fock 1s = {a_hf @ radius @ a_hf:.5f} bohr")
print(f"mean radius of a (1s) = {a @ radius @ a:.5f} bohr")
print(f"mean radius of b (2s) = {b @ radius @ b:.5f} bohr")
print(f"single exponentials, inner exponent = {k_inner:.5f} 1/bohr")
print(f"single exponentials, outer exponent = {k_outer:.5f} 1/bohr")
print(f"single exponentials, split shell = {fit.fun:.6f} hartree")
print(f"two squared exponentials, grid best = {e_squares:.6f} hartree")
print(f"grid-best exponents = {best_pair[0]:.1f}, {best_pair[1]:.1f} 1/bohr")
print("verified")
```

It prints:

```
nuclear charge Z = 2
radial Laguerre functions = 16, exponent = 2.2 1/bohr
Hartree-Fock energy = -2.86168000 hartree
split-shell energy = -2.87799681 hartree
two-configuration energy = -2.87799681 hartree
split-shell energy, six decimals = -2.877997 hartree
split-shell energy converted = -78.31428 eV
energy difference of the two forms = 2.3e-14 hartree
norm of wavefunction difference = 1.5e-08
split-shell energy, 12 functions = -2.87799681 hartree
split-shell energy, 20 Gaussians = -2.87799671 hartree
s-limit energy in this basis = -2.879025 hartree
lowering below Hartree-Fock = 0.016317 hartree
share of s-limit lowering = 94.1 percent
overlap S of u and v = 0.878943
c1 = 0.997931, c2 = -0.064295 (two-configuration optimisation)
c1 = 0.997931, c2 = -0.064295 (from overlap S)
weight of second configuration c2^2 = 0.004134
H11 = -2.861547 hartree
H22 = 1.084943 hartree
K = (ab|ab) = 0.255325 hartree
energy with sign of c2 flipped = -2.812469 hartree
h_uu = -1.974032 hartree (u inner)
h_vv = -1.662750 hartree (v outer)
h_uv = -1.829963 hartree
J_uv = (uu|vv) = 0.952391 hartree
K_uv = (uv|uv) = 0.799890 hartree
mean radius of inner orbital u = 0.68657 bohr
mean radius of outer orbital v = 1.21865 bohr
mean radius of Hartree-Fock 1s = 0.92727 bohr
mean radius of a (1s) = 0.93268 bohr
mean radius of b (2s) = 1.26201 bohr
single exponentials, inner exponent = 2.18317 1/bohr
single exponentials, outer exponent = 1.18853 1/bohr
single exponentials, split shell = -2.875661 hartree
two squared exponentials, grid best = -2.847653 hartree
grid-best exponents = 1.5, 1.7 1/bohr
verified
```
